# Chiral Landau Level, Anomaly Rate and Longitudinal Magnetoconductivity of Weyl Nodes

## 1. The situation

Put a semimetal in a magnetic field and drive a current along the field. The classical Lorentz force has no component along $\mathbf B$, so in the classical picture a simple metal with a spherical Fermi surface shows no change in its longitudinal conductivity. A Weyl semimetal with slow scattering between its nodes behaves differently: at fixed scattering times, and apart from Landau-level oscillations, its longitudinal conductivity grows with the field. We want to know what carries the extra current, and what limits it.

Let the electron have charge $-e$, with $e>0$, and let $\mathbf B=B\hat z$, $B>0$. Near a node of chirality $\chi=\pm1$ we take

$$H=\chi v\,\boldsymbol\sigma\cdot\boldsymbol\Pi,\qquad \boldsymbol\Pi=\mathbf p+e\mathbf A .$$

Energies are measured from the node. The nodes are isotropic and untilted, Zeeman coupling is neglected, and electrons interact only through the scattering rates introduced below. We treat one pair of nodes, $\chi=+1$ and $\chi=-1$, with equal $v$ and $\mu>0$. Several identical pairs add their contributions if pairs do not exchange electrons.

## 2. Landau levels

The components of $\boldsymbol\Pi$ across the field do not commute:

$$[\Pi_x,\Pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .$$

Define $a=(\Pi_x-i\Pi_y)/\sqrt{2\hbar eB}$. Then

$$[a,a^\dagger]=\frac{2i[\Pi_x,\Pi_y]}{2\hbar eB}=1,$$

so $a$ is an oscillator lowering operator. With $\Delta=v\sqrt{2\hbar eB}$ and $p_z=\hbar k$,

$$H=\chi\begin{pmatrix}\hbar vk&\Delta a\\ \Delta a^\dagger&-\hbar vk\end{pmatrix}.$$

Since $a|0\rangle=0$, the state with upper component zero and lower component $|0\rangle$ is an eigenstate by itself:

$$\varepsilon_0=-\chi\hbar vk .$$

The remaining basis states form pairs, $|n-1\rangle$ above and $|n\rangle$ below, with $n\ge1$. As $a|n\rangle=\sqrt n|n-1\rangle$, each pair gives

$$\chi\begin{pmatrix}\hbar vk&\Delta\sqrt n\\ \Delta\sqrt n&-\hbar vk\end{pmatrix},\qquad \varepsilon_{n}=\pm\sqrt{\hbar^2v^2k^2+n\Delta^2}.$$

This exhausts the basis. Levels with $n\ge1$ are even in $k$ and contain both directions of motion. The zeroth level has the single velocity $-\chi v$ and no partner within its node. The unpaired state lies entirely in the lower spin component, where $\sigma_z=-1$, because $a|0\rangle=0$ leaves it nothing to mix with above; that fixes the sign.

For the degeneracy, choose $\mathbf A=(0,Bx,0)$. Then $\Pi_y=\hbar k_y+eBx$, and the orbit is centred at $x_0=-\hbar k_y/eB$. The spacing $2\pi/L_y$ of $k_y$ makes the centres $h/(eBL_y)$ apart. A width $L_x$ holds $L_xL_y\,eB/h$ of them, so every level has $eB/h$ states per area for each $k$.

## 3. The anomaly rate

An electric field changes the wavenumber along $\mathbf B$ by

$$\hbar\dot k=-eE_z .$$

Take $E_z>0$. For $\chi=+1$ the zeroth level is filled for $k>k_F$, because its energy falls with $k$. All occupied states move to lower $k$, and the filled range grows at its Fermi end at the rate $eE_z/\hbar$. For $\chi=-1$ the filled range is $k<k_F$, and it shrinks at the same rate. A filled interval of a level with $n\ge1$ shifts without changing its length, and thus without changing the number of electrons.

There are $eB/h$ states per area and $dk/2\pi$ per length, so

$$\frac{dn_\chi}{dt}=\chi\,\frac{eB}{h}\,\frac1{2\pi}\,\frac{eE_z}{\hbar}=\chi\frac{e^2\,\mathbf E\cdot\mathbf B}{h^2}=\chi\frac{e^2\,\mathbf E\cdot\mathbf B}{4\pi^2\hbar^2}.$$

This is a number of electrons per volume and time. The charge rate has a further factor $-e$.

**Where the electrons come from.** In a crystal the deep end of the chiral branch continues through the bands to the other node. A lattice model shows this, with lattice constant and $\hbar$ set to 1:

$$H=\sigma_x\sin\Pi_x+\sigma_y\sin\Pi_y+\sigma_z(2-\cos\Pi_x-\cos\Pi_y-\cos k_z).$$

Without a field its nodes lie at $k_z=\pm\pi/2$. There $-\cos k_z\approx\pm\delta k_z$, so the chiralities are $\pm1$.

Let $N_-(k_z)$ be the number of negative levels, all filled at the start. Electrons starting at $k_z+s$ arrive at $k_z$, and their number is conserved. Relative to the filled negative levels at the new wavenumber, the excess is $N_-(k_z+s)-N_-(k_z)$. This count holds even if the field excites electrons between levels.

On a $10\times10$ torus with 3 flux quanta, $N_-$ is 97 for $|k_z|<\pi/2-0.092$ and 100 outside that range; the field moves the crossing slightly inward from the zero-field nodes. The difference is the degeneracy of the chiral level. On a grid of 60 equally spaced values of $k_z$, with $k_z$ shifted by 3 steps, one node gains $3\times3=9$ electrons and the other loses 9. The total is unchanged.

## 4. The same rate from Berry curvature

When many Landau levels are filled, the rate can also be found at the Fermi surface. For a wave packet of energy $\varepsilon$, with $\mathbf v_k=\nabla_k\varepsilon/\hbar$ and Berry curvature $\boldsymbol\Omega=\nabla_k\times i\langle u|\nabla_ku\rangle$,

$$\dot{\mathbf r}=\mathbf v_k-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad \hbar\dot{\mathbf k}=-e\mathbf E-e\dot{\mathbf r}\times\mathbf B .$$

Insert the first equation in the second and use $(\dot{\mathbf k}\times\boldsymbol\Omega)\times\mathbf B=\boldsymbol\Omega(\dot{\mathbf k}\cdot\mathbf B)-\dot{\mathbf k}(\boldsymbol\Omega\cdot\mathbf B)$. The second equation also gives $\hbar\dot{\mathbf k}\cdot\mathbf B=-e\mathbf E\cdot\mathbf B$. With $D=1+(e/\hbar)\mathbf B\cdot\boldsymbol\Omega$,

$$D\dot{\mathbf k}=-\frac e\hbar\mathbf E-\frac e\hbar\mathbf v_k\times\mathbf B-\frac{e^2}{\hbar^2}(\mathbf E\cdot\mathbf B)\boldsymbol\Omega .$$

The density of states in phase space is $D/(2\pi)^3$. Electrons therefore pass outward through the Fermi surface at the rate $\oint D\dot{\mathbf k}\cdot d\mathbf S/(2\pi)^3$. The first term is constant and has no flux through a closed surface. The second is proportional to $\nabla_k\varepsilon\times\mathbf B=\nabla_k\times(\varepsilon\mathbf B)$, a curl, and has none either. The Berry flux remains. Away from the node $\nabla_k\cdot\boldsymbol\Omega=0$, so the same flux crosses every surface around the node. The interior stays filled, supplied at the node from the lower band, and the filled region grows. The outward flux is therefore the gain $dn_\chi/dt$.

For $\chi=+1$ the upper state is $(\cos\frac\theta2,\,e^{i\phi}\sin\frac\theta2)$, which gives $i\langle u|\partial_\phi u\rangle=-\sin^2\frac\theta2$. Between $\theta=0$ and $\theta=\pi$ this changes by $-1$, so the flux is $-2\pi$. For $\chi=-1$ the upper state is $(-\sin\frac\theta2,\,e^{i\phi}\cos\frac\theta2)$, and the flux is $+2\pi$. Hence

$$\frac{dn_\chi}{dt}=-\frac{e^2}{\hbar^2}\,\mathbf E\cdot\mathbf B\;\frac{-2\pi\chi}{(2\pi)^3}=\chi\frac{e^2\,\mathbf E\cdot\mathbf B}{4\pi^2\hbar^2},$$

in agreement with the level count.

## 5. Current of a displaced node

Suppose scattering inside a node is fast and also exchanges energy, so that the node keeps a Fermi distribution with its own chemical potential $\mu+\delta\mu_\chi$. Purely elastic scattering is discussed at the end of section 7. In levels with $n\ge1$ the states at $k$ and $-k$ are equally filled and have opposite velocities, so they carry no net current. On the chiral branch the occupation changes by $(-f_0')\delta\mu_\chi$, where $f_0$ is the Fermi function and $f_0'$ its energy derivative. The current density along $\mathbf B$ is

$$j_\chi=(-e)\frac{eB}{h}(-\chi v)\,\delta\mu_\chi\int\frac{dk}{2\pi}(-f_0')=\chi\frac{e^2B}{h^2}\,\delta\mu_\chi .$$

The integral equals $1/(hv)$, because $dk=d\varepsilon/\hbar v$ in magnitude and $\int(-f_0')\,d\varepsilon=1$. Equal shifts of both nodes cancel in the sum. A current needs a difference between the nodes.

## 6. Steady state and conductivity

Scattering between nodes removes the imbalance. Define $\tau$ by the decay of $n_+-n_-$ as $e^{-t/\tau}$. Since $\delta n_-=-\delta n_+$, each node obeys, for $\mathbf E\parallel\mathbf B$,

$$\frac{d\,\delta n_\chi}{dt}=\chi\frac{e^2EB}{h^2}-\frac{\delta n_\chi}{\tau}=0
\quad\Rightarrow\quad \delta n_\chi=\chi\frac{e^2EB}{h^2}\tau .$$

If $\tau$ were defined by the one-way transfer rate instead, factors of 2 would move. Let $G=\partial n/\partial\mu$ be the compressibility of one node, so that $\delta\mu_\chi=\delta n_\chi/G$. The two currents add:

$$\Delta\sigma=\frac{j_++j_-}{E}=2\left(\frac{e^2B}{h^2}\right)^2\frac{\tau}{G}.$$

One factor of $B$ comes from pumping and the other from the current that the imbalance carries.

The energy balance agrees. The power per volume is $(j_++j_-)E=(e^2EB/h^2)(\delta\mu_+-\delta\mu_-)$, which is the pumping rate times the energy gained by moving an electron from one node to the other.

If $\mathbf E$ makes an angle $\theta$ with $\mathbf B$, pumping falls by $\cos\theta$. The chiral current still flows along $\mathbf B$, so its component along $\mathbf E$ brings a second $\cos\theta$, and this contribution varies as $\cos^2\theta$.

## 7. The compressibility and the $B^2$ law

At energy $\varepsilon>0$ each direction of level $n$ contributes $\frac1{2\pi}|dk/d\varepsilon|=\frac1{hv}(1-nx)^{-1/2}$, where

$$x=\frac{\Delta^2}{\varepsilon^2}=\frac{2\hbar eBv^2}{\varepsilon^2}.$$

With one direction for $n=0$ and two for the others, the density of states is

$$g(\varepsilon)=\frac{eB}{h^2v}\left[1+2\sum_{1\le n<1/x}\frac1{\sqrt{1-nx}}\right].$$

For $x\ll1$, apart from oscillations, the sum becomes an integral with endpoint corrections at $n=0$. If $F(n)$ is the summand, the Euler–Maclaurin formula gives $\int_0^{1/x}F\,dn-\frac12F(0)-\frac1{12}F'(0)$ to this order. Here the integral is $2/x$, $F(0)=1$ and $F'(0)=x/2$. The bracket is then $4/x-x/12$. Its leading part gives

$$g(\varepsilon)\approx\frac{eB}{h^2v}\,\frac{4\varepsilon^2}{2\hbar eBv^2}=\frac{2\varepsilon^2}{h^2\hbar v^3}=\frac{\varepsilon^2}{2\pi^2\hbar^3v^3},$$

which is the density of states without a field. The thermal average of $\varepsilon^2$ with weight $-f_0'$ is $\mu^2+\pi^2(k_BT)^2/3$, the squared mean plus the variance. Therefore

$$\Delta\sigma=\frac{2e^4B^2\tau}{16\pi^4\hbar^4}\,\frac{2\pi^2\hbar^3v^3}{\mu^2+\pi^2(k_BT)^2/3}
=\frac{e^4v^3B^2\tau}{4\pi^2\hbar\,[\mu^2+\pi^2(k_BT)^2/3]} .$$

For $k_BT\ll\mu$ this is the Son–Spivak result,

$$\boxed{\Delta\sigma=\frac{e^4v^3}{4\pi^2\hbar\mu^2}\,B^2\tau}.$$

A small Fermi surface helps because a given number of pumped electrons then shifts the chemical potential further. In the boxed form the limit $\mu\to0$ cannot be taken at fixed $B$ and $T$, since it violates $x\ll1$ and $k_BT\ll\mu$. The thermal form survives at $\mu=0$ when $k_BT\gtrsim\Delta$: the Landau-level value of $G$ exceeds the smooth one by 4% at $k_BT=\Delta/2$ and by 0.3% at $k_BT=\Delta$.

**Oscillations.** The density of states has spikes at the level bottoms. Near $\mu$ their spacing in energy is $\delta=\Delta^2/2\mu$. The summand is $(xu)^{-1/2}$ with $u=1/x-n$. Poisson summation writes the sum as $\sum_m\int F(n)\,e^{2\pi imn}dn$. The terms $m=\pm1$, taken from the end $n=1/x$, give $2x^{-1/2}\,\mathrm{Re}\big[e^{2\pi i/x}\int_0^\infty u^{-1/2}e^{-2\pi iu}du\big]$. The bracket doubles this, and its smooth value is $4/x$. Since $\int_0^\infty u^{-1/2}e^{-2\pi iu}du=e^{-i\pi/4}/\sqrt2$, the first harmonic of $g$, relative to its smooth value, is

$$\sqrt{\frac x2}\,\cos\!\left(\frac{2\pi}{x}-\frac\pi4\right).$$

Thermal averaging multiplies it by $X/\sinh X$, with $X=2\pi^2k_BT/\delta$, which is the Fourier transform of $-f_0'$. Broadening of the levels by scattering is neglected here. Within this model a clean $B^2$ law needs $k_BT$ large enough to suppress this term, and the boxed form needs $k_BT\ll\mu$ as well.

**Elastic scattering.** If all scattering is elastic, each energy is pumped and relaxed separately, with a shift $\chi e^2EB\tau/[h^2g(\varepsilon)]$. For $\tau$ independent of energy, $1/G$ is then replaced by the thermal average of $1/g(\varepsilon)$. With unbroadened levels and the parameters of section 9, this lies 7%, 12% and 23% above the thermal formula at 1, 2 and 4 T, so the $B^2$ law is then only approximate.

## 8. What the separation of times does

A solvable kinetic model shows how the chiral part joins the ordinary Drude part. Label the Landau-level states by $i$, with velocity $v_i$ along the field and thermal weight $w_i$, normalized so that the weights of one node add up to $G$. Write $f_i=f_0+(-f_0')h_i$, and let $\bar h_\chi$ and $\bar v_\chi$ be weighted averages over a node. Let scattering inside a node have uniform strength $W_a$ and scattering between nodes $W_b$, both connecting states of any energy in the thermal window. The steady linear kinetic equation, with $\dot k=-eE/\hbar$, is

$$eEv_i=-W_aG(h_i-\bar h_\chi)-W_bG(h_i-\bar h_{-\chi}).$$

Average it over node $\chi$. The first term vanishes. Conservation of the total number gives $\bar h_{-\chi}=-\bar h_\chi$, so

$$eE\bar v_\chi=-2W_bG\,\bar h_\chi
\quad\Rightarrow\quad \bar h_\chi=-eE\tau\bar v_\chi,\qquad \frac1\tau=2W_bG .$$

Subtract the average from the equation itself:

$$h_i-\bar h_\chi=-eE\tau_1(v_i-\bar v_\chi),\qquad \frac1{\tau_1}=(W_a+W_b)G .$$

The current density $-e\sum_iw_iv_ih_i$ then gives

$$\sigma=e^2\tau_1\Big[\sum_iw_iv_i^2-\sum_\chi G\bar v_\chi^2\Big]+e^2\tau\sum_\chi G\bar v_\chi^2 .$$

The spread of velocities within a node relaxes in the short time $\tau_1$. The mean velocity of a node can relax only through the other node, and it carries $\tau$. Levels with $n\ge1$ cancel in the mean, so

$$G\bar v_\chi=\frac{eB}{h}(-\chi v)\frac1{hv}=-\chi\frac{eB}{h^2},$$

and the last term is the $\Delta\sigma$ of section 6.

At zero field $\sum_iw_iv_i^2=2Gv^2/3$. For $k_BT\ll\mu$ the leading part of the bracket in section 7 gives $|\bar v_\chi|/v=x/4$, with $x$ taken at $\varepsilon=\mu$. Thus

$$\frac{\Delta\sigma}{\sigma_{\rm Drude}}=3\left(\frac{\bar v_\chi}{v}\right)^2\frac{\tau}{\tau_1}=\frac3{16}\,x^2\,\frac{\tau}{\tau_1}.$$

Apart from oscillations, the $\tau_1$ term has its own corrections of relative order $x^2$, without the factor $\tau/\tau_1$. The chiral term therefore determines the magnetoconductivity when $\tau\gg\tau_1$ and temperature has suppressed the oscillations. At fixed $W_a$ and $W_b$, $\tau_1\propto1/G$ oscillates with $G$. With unbroadened levels and the parameters of section 9 but $T=2$ K, the $\tau_1$ term swings between $-0.17$ and $+0.14$ of the Drude value for $B$ from 0.9 to 1.1 T, while the chiral term is 0.08 to 0.21; at 20 K the change of the $\tau_1$ term is about $-0.001$. At 2 K sharp levels overstate the swing, because $\hbar/\tau_1=0.66$ meV exceeds $k_BT=0.17$ meV. With Lorentzian levels of half-width $\hbar/2\tau_1$ the swing is $-0.06$ to $+0.05$, and the chiral term is 0.10 to 0.17. If the two times are comparable, the coefficient of $B^2$ depends on the details of scattering.

The numerical check also solves the kinetic equation with random rates, those between nodes being about $10^{-7}$ of those within, and takes $\tau$ from the slowest decay. The ratio to the $B^2$ law is 1.0009 at $x=0.2$ and 1.0035 at $x=0.4$. The endpoint correction in section 7 lowers $G$ by the fraction $x^2/48$, which predicts excesses of 0.0008 and 0.0033.

## 9. Worked example

Take round model parameters: $v=4\times10^5$ m/s, $\mu=50$ meV, $T=20$ K, $\tau=100$ ps, $\tau_1=1$ ps, $E=100$ V/m and $B=1$ T. Heating is left out. The nodes are taken as independent cones, which requires $\mu$ to lie below the saddle point that joins them. In the two-node model $H=v[\sigma_x(\Pi_x^2-\hbar^2Q^2)/2\hbar Q+\sigma_y\Pi_y+\sigma_zp_z]$ the saddle lies at $\hbar vQ/2$, so these parameters need a separation $2Q$ above 0.076 Å$^{-1}$. In that model, with the separation across the field, tunnelling between the nodes also opens a gap in the zeroth levels: at 25 T it is 3.4 meV for $2Q=0.08$ Å$^{-1}$ and 19 meV for $2Q=0.05$ Å$^{-1}$. The first excited level starts at 14.51 meV and $x=0.0843$, so the field is weak in the required sense.

With $eB/h=2.418\times10^{14}$ m$^{-2}$ at 1 T, the pumping rate per node is

$$\left(\frac eh\right)^2EB=(2.418\times10^{14})^2\times100\times1=5.847\times10^{30}\ \mathrm{m^{-3}\,s^{-1}} .$$

Multiplying by $\tau=10^{-10}$ s gives $\delta n=5.847\times10^{20}$ m$^{-3}$, about 0.5% of the $1.157\times10^{23}$ m$^{-3}$ electrons in the node. The compressibility is $6.966\times10^{21}$ m$^{-3}$ meV$^{-1}$, hence

$$\delta\mu=\frac{5.847\times10^{20}}{6.966\times10^{21}}=0.0839\ \mathrm{meV}=1.345\times10^{-23}\ \mathrm J .$$

This is small beside $k_BT=1.723$ meV, so the linear treatment is consistent. The current density is

$$j=2\left(\frac eh\right)^2B\,\delta\mu=2\times5.847\times10^{28}\times1.345\times10^{-23}=1.573\times10^6\ \mathrm{A/m^2},$$

and $\Delta\sigma=j/E=1.57\times10^4$ S/m, or 157 S/cm. The zero-field Drude conductivity is $1.19\times10^5$ S/m, so the ratio is 0.132. The estimate $\frac3{16}x^2\tau/\tau_1$ gives 0.133; the small difference is thermal.

At 2 T the Landau-level result is $6.29\times10^4$ S/m, four times the value at 1 T. At 4 T it is $2.45\times10^5$ S/m, about 3% below the $B^2$ law. Here $x=0.337$, $\delta=8.4$ meV and $X=4.0$, and the thermal factor is 0.14. The first harmonic then raises $G$ by about 3%, which accounts for the sign and size of the deviation. This is for sharp levels; a Lorentzian half-width $\hbar/2\tau_1=0.33$ meV lowers the rise of $G$ to about 2%.

## 10. Strong field

When only the zeroth level has states within the thermal window around $\mu$, the bracket in section 7 is 1 and $G=eB/(h^2v)$. Then

$$\Delta\sigma=\frac{2e^4B^2\tau}{h^4}\,\frac{h^2v}{eB}=\frac{2e^3vB\tau}{h^2}.$$

The law is linear in $B$ if $\tau$ is fixed, because the compressibility now grows with the level degeneracy. In the example the bottom of the $n=1$ level passes $\mu$ at 11.87 T. This is the threshold at $T=0$. At 20 K the conductivity reaches 0.60, 0.91 and 0.995 of the linear law when that level lies 3, 5 and 8 $k_BT$ above $\mu$. At 25 T the conductivity is $1.87\times10^7$ S/m, whereas the $B^2$ law would give $9.8\times10^6$ S/m. Here $\delta\mu=eEv\tau=4.0$ meV exceeds $k_BT$; at fixed temperature the linear treatment holds because the density of states is constant up to the $n=1$ level at 72.6 meV. Fixed temperature is a strong assumption here. The current density is $1.9\times10^9$ A/m$^2$, and without cooling the dissipated power would bring the electrons from 20 K to about 40 K within one $\tau$. The result is 0.98 of the linear law at an electron temperature of 40 K and 0.90 at 60 K.

These values hold $\mu$ and $\tau$ fixed. If the electron density is fixed instead, $\mu$ changes with the field. A field-dependent $\tau$ changes the observed power of $B$ in either regime. In the model of section 8 at fixed $W_b$, for example, $\tau=1/(2W_bG)$ falls as $1/B$ in the strong field, and $\Delta\sigma$ is independent of $B$. The anomaly rate contains neither quantity: it sets how fast electrons are transferred, while $\tau$ and $G$ set how large a steady current results.

## Values computed for the example and the checks

```
Landau levels on a grid, energies in hbar v / magnetic length
  chi=+1, kz*lB=-0.6: zeroth level +0.600000
  chi=+1, kz*lB=+0.6: zeroth level -0.600000
  chi=-1, kz*lB=-0.6: zeroth level -0.600000
  chi=-1, kz*lB=+0.6: zeroth level +0.600000
Lattice 10x10, 60 kz values, shift of 3 kz steps
  flux quanta 1: negative levels 99 between nodes, 100 outside; gain +3 and -3 electrons
  flux quanta 2: negative levels 98 between nodes, 100 outside; gain +6 and -6 electrons
  flux quanta 3: negative levels 97 between nodes, 100 outside; gain +9 and -9 electrons
Berry flux, upper band, chi=+1: -1.000000 x 2 pi
Berry flux, upper band, chi=-1: +1.000000 x 2 pi
Kinetic equation, random rates, hbar=v=e=1, mu=10, kT=1
  B=10: solved / B^2 law = 1.0009
  B=20: solved / B^2 law = 1.0035
  growth of sigma/tau when B doubles: 4.010
  zeroth level only: solved / linear law = 1.00000
  uniform rates, tau/tau1=10.50: solved / two-time formula = 1.00000000
Worked example, one pair of nodes
  v = 4.0e+05 m/s, mu = 50 meV, T = 20 K, kT = 1.723 meV
  tau = 100 ps, tau1 = 1 ps, E = 100 V/m, B = 1 T
  magnetic length = 25.66 nm
  bottom of level n=1 = 14.51 meV
  2 hbar e B v^2 / mu^2 = 0.0843
  field leaving only n=0 at this mu = 11.87 T
  degeneracy eB/h = 2.4180e+14 1/m^2
  Fermi wavenumber = 1.8991e+08 1/m
  T=0, B=0 electron density per node = 1.1566e+23 1/m^3
  pumping rate per node = 5.8467e+30 1/(m^3 s)
  density shift per node = 5.8467e+20 1/m^3
  dn/dmu per node = 6.9657e+21 1/(m^3 meV)
  chemical potential shift per node = 0.08394 meV
  chiral current density = 1.5725e+06 A/m^2
  chiral conductivity = 1.5725e+04 S/m = 157.25 S/cm
  zero-field Drude conductivity = 1.1906e+05 S/m
  ratio chiral / Drude = 0.1321
Chiral conductivity from Landau levels against B^2 law, S/m
  B = 1 T: 1.5725e+04, 1.5723e+04, ratio 1.0001
  B = 2 T: 6.2916e+04, 6.2891e+04, ratio 1.0004
  B = 4 T: 2.4459e+05, 2.5157e+05, ratio 0.9723
  B = 25 T: 1.8734e+07, linear law 1.8735e+07, B^2 law 9.8268e+06
```
